# Car–Parrinello Equations with an Ultrasoft, Position-Dependent Overlap, part 2

With ultrasoft pseudopotentials, orbitals \(\psi_i\) (one electron each) and ion coordinates \(R_I\) (masses \(M_I\)) move together under

\[
L=\mu\sum_i\langle\dot\psi_i|\dot\psi_i\rangle+\tfrac12\sum_IM_I\dot R_I^2-E[\psi,R]
+\sum_{ij}\Lambda_{ij}\big(\langle\psi_i|S|\psi_j\rangle-\delta_{ij}\big).
\]

Here \(\mu\) is a fictitious inertia, \(E\) the energy and \(\Lambda\) a Hermitian multiplier matrix. Formulas are in atomic units; the example uses eV, Å, fs and u. The overlap operator, assumed positive definite, is

\[
S=1+\sum_{ab}q_{ab}|\beta_a\rangle\langle\beta_b| ,
\]

with projectors \(\beta_a\) that move with the ions and constant augmentation charges \(q_{ab}\). At fixed ions \(\delta E\big|_R=2\,\mathrm{Re}\sum_i\langle\delta\psi_i|H\psi_i\rangle\); \(H\) depends on the density \(n\) and contains the nonlocal strengths \(D_{ab}\). The equations of motion are

\[
\mu\ddot\psi_i=-H\psi_i+\sum_j\Lambda_{ij}S\psi_j,\qquad
M_I\ddot R_I=F_I+\sum_{ij}\Lambda_{ij}K^I_{ij},
\]

with \(\partial_I=\partial/\partial R_I\), \(F_I=-\partial_IE\) at fixed orbitals and \(K^I_{ij}=\langle\psi_i|\partial_IS|\psi_j\rangle\). Differentiating the constraint twice gives

\[
\langle\ddot\psi_i|S|\psi_j\rangle+\langle\psi_i|S|\ddot\psi_j\rangle+\sum_I\ddot R_IK^I_{ij}+W_{ij}=0 ,
\]

where \(W\) collects the terms quadratic in the velocities. Inserting the accelerations gives a linear system for \(X=\Lambda^T\). Its solution is unique because \(B_{ij}=\langle\psi_i|S^2|\psi_j\rangle\) is positive definite, the vectors \(S\psi_i\) being independent. Also, \(\sum_{ij}\Lambda_{ij}K^I_{ij}=\mathrm{Tr}(XK^I)\).

The model has two ions on a periodic 6.00 Å line and two same-spin electrons, in 15 plane waves. Each ion has a Gaussian well (depths 40 and 30 eV, width 0.50 Å), one normalized Gaussian projector (width 0.35 Å, bare strength 5 eV) and a Gaussian augmentation function (width 0.30 Å, charges 0.30 and 0.20). The density interaction is \(\frac g2\int n^2dx\), \(g=5\) eV Å. The ions repel through \(U=Ae^{-d^2/2b^2}\), with separation \(d\), \(A=100\) eV and \(b=0.70\) Å.

The tabulated action slopes come from an earlier test: the change of the action, without multipliers, per unit shift of a short path along constraint-preserving trial displacements that vanish at both ends.

**Q.** A reaction force that depends on velocities through \(W\) makes me suspicious. Does it pump energy into the ions?

**A.** It can exchange energy between orbitals and ions, but its total power is zero. Consider

\[
E_c=\mu\sum_i\langle\dot\psi_i|\dot\psi_i\rangle+\tfrac12\sum_IM_I\dot R_I^2+E .
\]

Its time derivative is

\[
\dot E_c=2\,\mathrm{Re}\sum_i\langle\dot\psi_i|\mu\ddot\psi_i+H\psi_i\rangle+\sum_I\dot R_I(M_I\ddot R_I-F_I).
\]

By the equations of motion this becomes

\[
\dot E_c=2\,\mathrm{Re}\sum_{ij}\Lambda_{ij}\langle\dot\psi_i|S|\psi_j\rangle+\sum_I\dot R_I\,\mathrm{Tr}(XK^I).
\]

The right side is \(\sum_{ij}\Lambda_{ij}\frac{d}{dt}\langle\psi_i|S|\psi_j\rangle\), which is zero. If the ionic \(\Lambda\) term is left out and the constraint is still maintained, the last sum is missing, and

\[
\dot E_c=-\sum_I\dot R_I\,\mathrm{Tr}(XK^I).
\]

The energy then changes by an amount that refining the time step cannot remove.

**Q.** And momentum? Do the ionic forces obey Newton's third law?

**A.** Not by themselves during the fictitious dynamics. In the absence of external fields, displace everything by \(s\) along one direction: \(\delta R_I=s\) for the coordinates in that direction and \(\delta\psi_i=-s\nabla\psi_i\), where \(\nabla\) is the derivative along it. Neither the energy nor the overlaps change, so

\[
\sum_I\partial_IE=2\,\mathrm{Re}\sum_i\langle\nabla\psi_i|H\psi_i\rangle,\qquad
\sum_I\mathrm{Tr}(XK^I)=2\,\mathrm{Re}\sum_{ij}\Lambda_{ij}\langle\nabla\psi_i|S\psi_j\rangle .
\]

Subtract the first from the second. The left side becomes the total ionic force, and the right side contains the orbital acceleration:

\[
\sum_IM_I\ddot R_I=2\mu\,\mathrm{Re}\sum_i\langle\nabla\psi_i|\ddot\psi_i\rangle .
\]

Since \(\nabla\) is anti-Hermitian, \(\mathrm{Re}\langle\dot\psi_i|\nabla\dot\psi_i\rangle=0\), and the right side is the time derivative of \(2\mu\,\mathrm{Re}\sum_i\langle\dot\psi_i|\nabla\psi_i\rangle\). The conserved quantity is

\[
P=\sum_IM_I\dot R_I-2\mu\,\mathrm{Re}\sum_i\langle\dot\psi_i|\nabla\psi_i\rangle .
\]

The orbitals carry fictitious momentum. In the model, released from rest with \(\mu=2\) eV fs\(^2\), the ions have total momentum \(0.111\) eV fs/Å after 5 fs and the orbitals \(-0.111\) eV fs/Å.

**Q.** What does \(\Lambda\) mean physically? So far it is the solution of a linear system.

**A.** Look at the electronic minimum for fixed ions. There the energy is stationary for allowed orbital variations, so the orbital force balances without acceleration:

\[
H\psi_i=\sum_j\Lambda_{ij}S\psi_j .
\]

Project on \(\psi_k\) and use the constraint: \(\Lambda_{ik}=\langle\psi_k|H|\psi_i\rangle\). If the orbitals are chosen to make this matrix diagonal, then \(H\psi_i=\varepsilon_iS\psi_i\), and the multipliers are the orbital energies. The projector part of the force becomes

\[
-\sum_i\sum_{ab}(D_{ab}-\varepsilon_iq_{ab})\,\partial_I\big[\langle\psi_i|\beta_a\rangle\langle\beta_b|\psi_i\rangle\big],
\]

where \(\partial_I\) acts on the projectors. The \(\Lambda\) term thus corrects the nonlocal strength by the energy of the charge that the augmentation supplies.

**Q.** Is that the true Born-Oppenheimer force? At the minimum I expected the orbital response to drop out.

**A.** It drops out of the energy for variations inside a fixed constraint, but here the constraint moves. Let \(\psi_i(R)\) be the ground-state orbitals and \(E_g(R)=E[\psi(R),R]\). The chain rule and the stationary condition give

\[
\frac{dE_g}{dR_I}=\partial_IE+2\,\mathrm{Re}\sum_i\langle\partial_I\psi_i|H\psi_i\rangle
=\partial_IE+2\,\mathrm{Re}\sum_{ij}\Lambda_{ij}\langle\partial_I\psi_i|S|\psi_j\rangle .
\]

The orbitals remain orthonormal as \(R\) changes. Differentiating that condition and contracting with \(\Lambda\) gives

\[
2\,\mathrm{Re}\sum_{ij}\Lambda_{ij}\langle\partial_I\psi_i|S|\psi_j\rangle=-\sum_{ij}\Lambda_{ij}K^I_{ij}.
\]

Therefore

\[
-\frac{dE_g}{dR_I}=F_I+\sum_{ij}\Lambda_{ij}K^I_{ij},
\]

which is the right side of the ionic equation. No derivative of an orbital has to be calculated. The argument assumes a basis that does not move with the ions, such as plane waves in a fixed cell.

For the model, place the ions at 2.20 and 3.80 Å. Along the line, in eV/Å, the two forces are

\[
-17.0148-0.5750=-17.5898,\qquad 16.8904+0.6994=17.5898 .
\]

The first number in each sum is \(F_I\), the second the \(\Lambda\) term. Differences of the self-consistent energy give \(\mp17.590\). Without the \(\Lambda\) terms the forces add up to \(-0.124\) eV/Å, so an isolated pair at its electronic minimum would push itself along the line. With them the sum vanishes to rounding error, as the momentum argument requires when \(\ddot\psi_i=0\).

**Q.** Could I then skip the linear system and use \(\langle\psi_j|H|\psi_i\rangle\) for \(\Lambda_{ij}\) during the motion?

**A.** Not if the constraint is to be kept. Release the ions from rest at the electronic minimum and write \(X=X_0+\Delta\), where \(X_0\) is the ground-state matrix. The balanced part cancels in the orbital equation and leaves \(\mu\ddot\psi_j=\sum_k\Delta_{kj}S\psi_k\). All velocities are zero, so \(W=0\), and the second derivative of the constraint gives

\[
\Delta B+B\Delta=-\mu\sum_I\ddot R_IK^I .
\]

The ionic acceleration stays finite as \(\mu\to0\), so \(\Delta\) is proportional to \(\mu\) at leading order. It is the reaction needed to start the orbitals moving with the overlap. In the model the largest element of \(|\Delta|\) is \(1.87\times10^{-3}\) eV for \(\mu=2\) eV fs\(^2\) and \(0.93\times10^{-3}\) eV for \(\mu=1\) eV fs\(^2\), a ratio of 2.00. The diagonal multipliers for the larger \(\mu\) are \(-21.508\) and \(-12.918\) eV, against orbital energies of \(-21.509\) and \(-12.917\) eV. These shifts are near \(10^{-3}\) eV, so the largest element of \(\Delta\) is off the diagonal.

**Q.** Then your trajectory is wrong for any finite \(\mu\). By how much?

**A.** It differs from Born-Oppenheimer motion, and the leading difference can be derived. Suppose the orbitals follow their ground state smoothly, so that \(\dot\psi_i=\sum_I\dot R_I\partial_I\psi_i\), with the mixing among occupied orbitals chosen consistently with the motion. The fictitious kinetic energy is then

\[
\mu\sum_i\langle\dot\psi_i|\dot\psi_i\rangle=\tfrac12\sum_{IJ}m_{IJ}\dot R_I\dot R_J,\qquad
m_{IJ}=2\mu\,\mathrm{Re}\sum_i\langle\partial_I\psi_i|\partial_J\psi_i\rangle .
\]

The orbitals add an inertia proportional to \(\mu\). Their displacement from the minimum is also of order \(\mu\), but it raises \(E\) only at order \(\mu^2\), because \(E\) is stationary there. To leading order the ions are too heavy, by a tensor \(m_{IJ}\) that couples different ions and changes with their positions; its variation adds velocity-dependent forces of the same order in \(\mu\).

The worked run has masses of 10 and 20 u, an initial separation of 1.60 Å and a duration of 5 fs. The larger inertia, 2 eV fs\(^2\), is 125.6 in atomic units. The final separations are 1.87833 Å for \(\mu=2\) eV fs\(^2\), 1.87875 Å for \(\mu=1\) eV fs\(^2\), and 1.87918 Å for Born-Oppenheimer motion. The deficits are 0.00086 and 0.00043 Å, with ratio 1.99. Relative to the Born-Oppenheimer increase in separation, the larger deficit is

\[
\frac{0.00086}{1.87918-1.60}=0.0031,
\]

or 0.31%. A rough estimate supports the added-inertia explanation. If the force kept its initial value, the ions would gain \(17.59\times0.279\approx4.9\) eV. This overstates their energy, because the force falls as the ions separate: with the reduced mass of 6.67 u, or 691 eV fs\(^2\)/Å\(^2\), a constant force would increase the separation by \(\tfrac12(17.59/691)\,5^2\approx0.32\) Å, not 0.279 Å. The largest fictitious kinetic energy is 0.012 eV, or 0.25% of 4.9 eV. The ratio of fictitious to ionic kinetic energy estimates the added inertia divided by the ionic mass, and since the denominator is too large, 0.25% is a low estimate. For a constant force the distance covered in a given time is inversely proportional to the mass, so the relative lag should be of the same size, and the observed 0.31% is.

**Q.** And how much does the ionic \(\Lambda\) term matter in the same run?

**A.** With \(\mu=2\) eV fs\(^2\) and that term omitted, the final separation is 1.86965 Å. The omission costs

\[
1.878326-1.869653\approx0.0087\ \text{Å},
\]

about ten times the error due to \(\mu\). The quantity \(E_c\) falls by 0.1114 eV, and the work formula derived above gives the same number. With the full equations the largest error in \(E_c\) is \(4\times10^{-12}\) eV.

The size of the loss can be estimated by hand. In the full run the ions move by \(2.0146-2.20=-0.185\) Å and \(3.8929-3.80=0.093\) Å. Holding the \(\Lambda\) forces at their initial values would give

\[
-\big[(-0.575)(-0.185)+(0.699)(0.093)\big]\approx-0.17\ \text{eV}.
\]

The actual loss is about two thirds of this, so the \(\Lambda\) force, averaged over the displacement, is about two thirds of its initial value.

**Q.** Why not make \(\mu\) tiny and forget the lag?

**A.** Because the orbital oscillations become faster. For an estimate, set \(S\approx1\) and neglect the response of \(H\) to the density. A small admixture \(c\) of an empty state of energy \(\varepsilon_e\) into an occupied one of energy \(\varepsilon_o\) then obeys

\[
\mu\ddot c=-(\varepsilon_e-\varepsilon_o)c,\qquad \omega=\sqrt{(\varepsilon_e-\varepsilon_o)/\mu}.
\]

The highest empty state in the basis sets the time step, which must shrink as \(\sqrt\mu\). The smallest gap sets the slowest orbital oscillation, which must remain fast compared with the changes that the ions impose. In the model the smallest gap at the start is \(-3.18-(-12.92)=9.74\) eV. For \(\mu=2\) eV fs\(^2\) this gives \(\omega\approx2.2\) fs\(^{-1}\) and a period of about 2.8 fs. The 5 fs run covers fewer than two such periods, so it shows the correct small-\(\mu\) trend but says nothing about stability over long times.

**Q.** When should I refuse to use these equations?

**A.** When the gap closes, as in a metal or at a crossing of occupied and empty levels, the estimate gives \(\omega\to0\) for any \(\mu\). The orbitals can then take up energy from the ions and leave the ground-state surface. The equations of motion still follow from \(L\), and \(E_c\) is still conserved, but the ionic path need no longer approximate Born-Oppenheimer motion. Conservation of \(E_c\) is therefore no proof of adiabaticity; the fictitious kinetic energy must also stay small. Even that is not sufficient over a limited time: at a crossing of two levels that hardly mix, an orbital can be left in the upper level while barely moving. That state is unstable, since with \(\varepsilon_e<\varepsilon_o\) the equation for \(c\) makes any admixture grow at the rate \(\sqrt{(\varepsilon_o-\varepsilon_e)/\mu}\). The orbital stays there indefinitely only if symmetry forbids the mixing; otherwise it falls after a delay, and the level difference then appears as fictitious kinetic energy. If \(S\) loses positive definiteness, \(\Lambda\) is still unique, because the constraint alone makes the vectors \(S\psi_i\) independent: projecting \(\sum_jc_jS\psi_j=0\) on \(\psi_i\) gives \(c_i=0\). But \(\langle\psi|S|\psi\rangle\) is then no norm. A nonzero function can carry zero or negative charge, and the constraint no longer bounds the orbital coefficients. Fractional occupations that change in time need equations of their own, since here they were fixed.

**Q.** One last escape: define \(\phi_i=S^{1/2}\psi_i\). Then \(\langle\phi_i|\phi_j\rangle=\delta_{ij}\), and the moving constraint is gone.

**A.** The constraint no longer moves, but the energy becomes \(E[S^{-1/2}\phi,R]\), and its ionic derivative at fixed \(\phi_i\) contains the derivative of \(S^{-1/2}\). At the electronic minimum the total ionic force must agree with the one above, since both equal \(-dE_g/dR_I\). Once the system moves, even with the orbitals on their ground-state path, a kinetic term \(\mu\langle\dot\phi_i|\dot\phi_i\rangle\) differs from \(\mu\langle\dot\psi_i|\dot\psi_i\rangle\), so the fictitious trajectories differ as well. The change of variables moves the dependence on \(R\) to another place; it does not remove the force.

## Computed results

```
box length: 6.00 angstrom
initial ion positions: 2.20 3.80 angstrom
local well depths: 40.0 30.0 eV
bare projector strengths: 5.0 5.0 eV
augmentation charges q: 0.30 0.20 electrons
ion masses: 10.0 20.0 u
widths: well, projector, augmentation, repulsion: 0.50 0.35 0.30 0.70 angstrom
ion repulsion prefactor: 100.0 eV
density interaction g: 5.0 eV angstrom
plane waves, grid points: 15 36
run time: 5.0 fs
fictitious inertias mu: 2.0 1.0 eV fs^2
larger mu in atomic units: 125.62
lowest three levels at start: -21.5093 -12.9173 -3.1752 eV
start force without S term: -17.0148 16.8904 eV/angstrom
start S term Lambda<dS/dR>: -0.5750 0.6994 eV/angstrom
start ground-state force: -17.5898 17.5898 eV/angstrom
force from energy differences: -17.5898 17.5898 eV/angstrom
sum of forces without S term: -0.1244 eV/angstrom
sum of forces with S term: -1.1e-14 eV/angstrom
action slope, derived equations: -4.9e-10 eV fs
action slope, ionic Lambda term omitted: -0.032722 eV fs
predicted slope for that omission: -0.032722 eV fs
larger mu, Lambda_11 Lambda_22 at start: -21.50807 -12.91836 eV
larger mu, largest |Lambda - <H>| at start: 1.866e-03 eV
larger mu, final ion positions: 2.01455 3.89287 angstrom
larger mu, final separation: 1.878326 angstrom
larger mu, largest fictitious kinetic energy: 0.01222 eV
larger mu, largest conserved-energy error: 4.0e-12 eV
larger mu, largest constraint error: 1.8e-13
larger mu, final ionic and orbital momenta: 0.11077 -0.11077 eV fs/angstrom
smaller mu, Lambda_11 Lambda_22 at start: -21.50871 -12.91782 eV
smaller mu, largest |Lambda - <H>| at start: 9.328e-04 eV
smaller mu, final ion positions: 2.01421 3.89297 angstrom
smaller mu, final separation: 1.878753 angstrom
smaller mu, largest fictitious kinetic energy: 0.00603 eV
smaller mu, largest conserved-energy error: 1.2e-12 eV
smaller mu, largest constraint error: 1.2e-13
smaller mu, final ionic and orbital momenta: 0.05462 -0.05462 eV fs/angstrom
ratio of |Lambda - <H>|, larger/smaller mu: 2.0000
Born-Oppenheimer final separation: 1.879183 angstrom
separation deviations, larger and smaller mu: -0.000858 -0.000430 angstrom
ratio of separation deviations: 1.9939
omitted term: final separation: 1.869653 angstrom
omitted term: energy change: -0.111399 eV
omitted term: predicted energy change: -0.111399 eV
```
